# Transmission zero and dip width of a side-coupled defect orbital

## Problem

A one-dimensional wire is modelled as an infinite chain with one orbital \(|n\rangle\) per site. The orbitals are orthonormal, the site energy is the zero of energy, and neighbouring sites are joined by the matrix element \(-t\) with \(t>0\). A defect orbital \(|d\rangle\) of energy \(\epsilon_d\) sits beside the chain and couples to site 0 alone, with a real matrix element \(v\neq0\):

\[
H=-t\sum_n\big(|n\rangle\langle n+1|+|n+1\rangle\langle n|\big)+\epsilon_d|d\rangle\langle d|+v\big(|d\rangle\langle 0|+|0\rangle\langle d|\big).
\]

The electrons do not interact and keep their phase. An electron of energy \(E\), with \(|E|<2t\), arrives from the left.

**(a)** Find the retarded Green function at the end site of a half-infinite lead, and the self-energy that a lead gives to site 0.

**(b)** Find the transmission probability \(T(E)\).

**(c)** Show that \(T\) vanishes at \(E=\epsilon_d\) if this energy lies inside the band, without dividing by \(E-\epsilon_d\). What are the amplitudes on site 0 and on the defect?

**(d)** Put the defect level at band centre, \(\epsilon_d=0\). Find the full width \(W\) of the dip between the two points nearest the zero at which \(T=1/2\). When do such points exist? Evaluate \(W\) for \(t=1\) eV and \(v=0.4\) eV.

**(e)** Relate the width to the time an electron stays on the defect.

**(f)** For the numbers of (d), estimate separately the effects of temperature (4 K and 300 K), of a coupling \(w=0.04\) eV between the defect and site 1, of escape from the defect into a third reservoir with level width \(\eta=0.01\) eV, and of a repulsion \(U=1\) eV between two electrons on the defect.

## Solution

### (a) The lead

Far from the defect, a wave \(\psi_n=e^{ikn}\) obeys \(E\psi_n=-t(\psi_{n-1}+\psi_{n+1})\), so

\[
E=-2t\cos k,\qquad \frac{dE}{dk}=2t\sin k .
\]

For \(0<k<\pi\) the slope is positive and the wave moves to the right.

Take the right lead, sites \(1,2,\dots\), cut off from site 0. Its Green function is \((z-H_{\rm lead})^{-1}\) with \(z=E+i\delta\), where \(\delta\to0^+\) selects the retarded solution. Let \(g_n\) be its element between sites \(n\) and 1. Multiplying by \(z-H_{\rm lead}\) gives

\[
zg_1+tg_2=1,\qquad zg_n+t(g_{n-1}+g_{n+1})=0\quad(n\ge2).
\]

The second equation is solved by \(g_n=Ae^{ikn}\) with \(z=-2t\cos k\). The small imaginary part of \(z\) shifts \(k\) by \(i\delta/(2t\sin k)\). For \(0<k<\pi\) this shift has a positive imaginary part, so \(e^{ikn}\) decays into the lead, as it must. The other solution, \(e^{-ikn}\), would grow.

The end equation fixes \(A\). From \(z=-t(e^{ik}+e^{-ik})\),

\[
zg_1+tg_2=A\left[-t(e^{2ik}+1)+te^{2ik}\right]=-tA=1 ,
\]

so \(A=-1/t\), and the end-site Green function is

\[
g\equiv g_1=-\frac{e^{ik}}{t}.
\]

Now join the lead to site 0. Let \(G_{n0}\) be the Green function of the whole system with its source on site 0. On the lead, \(G_{n0}\) obeys the lead equations with the source term \(-tG_{00}\) on site 1, because \(zG_{10}+tG_{20}+tG_{00}=0\). Hence \(G_{10}=-tgG_{00}\). In the equation for site 0 the lead appears through the term

\[
tG_{10}=-t^2gG_{00}\equiv-\Sigma G_{00},\qquad \Sigma=t^2g=-te^{ik}.
\]

The left lead gives the same \(\Sigma\) by symmetry. The real part of \(\Sigma\) shifts the energy of site 0. The imaginary part describes escape into the lead, and the corresponding broadening is

\[
\Gamma=-2\,{\rm Im}\,\Sigma=2t\sin k=\sqrt{4t^2-E^2}.
\]

It equals \(dE/dk\): a lead drains site 0 in proportion to the speed of its waves.

### (b) The transmission

The defect equation of the full Green function is \((E-\epsilon_d)G_{d0}=vG_{00}\). For \(E\ne\epsilon_d\) it gives \(G_{d0}=vG_{00}/(E-\epsilon_d)\). The equation for site 0,

\[
EG_{00}+tG_{10}+tG_{-1,0}-vG_{d0}=1,
\]

then becomes

\[
\left(E-2\Sigma-S\right)G_{00}=1,\qquad S=\frac{v^2}{E-\epsilon_d}.
\]

The first two terms combine to

\[
E-2\Sigma=-t(e^{ik}+e^{-ik})+2te^{ik}=t(e^{ik}-e^{-ik})=2it\sin k=i\Gamma ,
\]

so that

\[
G_{00}=\frac{1}{i\Gamma-S}.
\]

To connect \(G_{00}\) with a transmitted wave, write the scattering state as

\[
\psi_n=e^{ikn}+re^{-ikn}\ (n\le0),\qquad \psi_n=\tau e^{ikn}\ (n\ge0).
\]

Both forms hold at \(n=0\), because the equations at sites \(-1\) and \(1\) are those of the undisturbed chain. Therefore \(\psi_0=1+r=\tau\). Let \(d\) be the amplitude on the defect. The two remaining equations are

\[
E\psi_0=-t(\psi_{-1}+\psi_1)+vd,\qquad (E-\epsilon_d)d=v\psi_0 .
\]

With \(r=\tau-1\), the left neighbour has

\[
\psi_{-1}=e^{-ik}+(\tau-1)e^{ik}=\tau e^{ik}-2i\sin k ,
\]

and the right neighbour has \(\psi_1=\tau e^{ik}\). The site-0 equation becomes

\[
(E+2te^{ik})\tau=2it\sin k+vd,
\quad\text{that is,}\quad
i\Gamma\tau=i\Gamma+vd. \tag{1}
\]

For \(E\neq\epsilon_d\), \(vd=S\tau\), and therefore

\[
\tau=\frac{i\Gamma}{i\Gamma-S}=i\Gamma G_{00}.
\]

Incoming and outgoing waves have the same speed, so the ratio of currents is \(|\tau|^2\). Since \(S\) and \(\Gamma\) are real,

\[
T=\Gamma^2|G_{00}|^2=\frac{\Gamma^2}{\Gamma^2+S^2}.
\]

Multiplying numerator and denominator by \((E-\epsilon_d)^2\) gives

\[
T(E)=\frac{(E-\epsilon_d)^2(4t^2-E^2)}{(E-\epsilon_d)^2(4t^2-E^2)+v^4}. \tag{2}
\]

The reflected amplitude is \(r=\tau-1=S/(i\Gamma-S)\), so \(|r|^2=S^2/(\Gamma^2+S^2)\) and \(|r|^2+T=1\): no current is lost.

### (c) The zero

At \(E=\epsilon_d\) the quantity \(S\) is undefined, so return to the defect equation before division. Its left side is zero:

\[
0=v\psi_0 .
\]

Because \(v\ne0\), this forces \(\psi_0=0\). Hence \(\tau=0\) and \(r=-1\). The transmission vanishes and the electron is fully reflected. Equation (1) did not use the division; with \(\tau=0\) it gives

\[
d=-\frac{i\Gamma}{v}=-\frac{2it\sin k}{v}.
\]

The defect is thus occupied although site 0 is empty. Site 0 is driven from two sides. The left neighbour contributes \(-t\psi_{-1}=2it\sin k\), and the defect contributes \(vd=-2it\sin k\). The two cancel, and nothing is passed on to the right. For \(\epsilon_d=0\), \(t=1\) eV and \(v=0.4\) eV, \(|d|=2t/v=5.0\), measured against an incoming wave of unit amplitude on each site.

The conditions can be read from the argument.

- The level must lie inside the band, \(|\epsilon_d|<2t\). If it lies outside, neither factor in the numerator of (2) vanishes for \(|E|<2t\), and there is no zero inside the band. The transmission still tends to zero at the band edges, where the waves become slow.
- The coupling must not vanish. For \(v=0\) the defect equation places no condition on \(\psi_0\), and \(T=1\). A weak coupling does not weaken the zero; it makes the dip narrow.
- The energy must be sharp. A wave packet contains a range of energies and is partly transmitted.

The last point can be given a size. A Gaussian packet whose position has an rms width of 60 sites has \(\Delta k=1/120\). At band centre its energy spread is \(\Delta E=2t\,\Delta k=0.0167\) eV. Equation (2) with \(\epsilon_d=0\) implies \(T\le4t^2E^2/v^4\), so at most a fraction \([1/(60\times0.08)]^2\approx0.043\) passes. Numerical solution of the time-dependent Schrödinger equation on a chain of 1601 sites, with the defect at its middle and the packet centred on the zero, gives 0.039.

### (d) The width at band centre

For \(\epsilon_d=0\), \(T=1/2\) means that the two terms in the denominator of (2) are equal. With \(y=E^2\),

\[
y(4t^2-y)=v^4,\qquad y_\pm=2t^2\pm\sqrt{4t^4-v^4}.
\]

The roots are real if \(v^2\le2t^2\). To take the square root of \(y_\pm\), set \(a=t^2+v^2/2\) and \(b=t^2-v^2/2\). Then

\[
(\sqrt a\pm\sqrt b)^2=a+b\pm2\sqrt{ab}=2t^2\pm\sqrt{4t^4-v^4}=y_\pm .
\]

The half-transmission points nearest the zero are therefore \(E=\pm(\sqrt a-\sqrt b)\), and the full width is

\[
W=2\left[\sqrt{t^2+\frac{v^2}{2}}-\sqrt{t^2-\frac{v^2}{2}}\,\right]. \tag{3}
\]

For weak coupling let \(x=v^2/(2t^2)\). From \(\sqrt{1\pm x}=1\pm x/2-x^2/8\pm x^3/16+\dots\), the difference of the roots is \(x+x^3/8+\dots\), so

\[
W=2t\left(x+\frac{x^3}{8}+\dots\right)=\frac{v^2}{t}\left(1+\frac{v^4}{32t^4}+\dots\right).
\]

For weak coupling the width grows as the square of the coupling and falls as the inverse of the hopping.

For the given numbers,

\[
W=2\left(\sqrt{1.08}-\sqrt{0.92}\right)\ {\rm eV}=0.1601\ {\rm eV}=160\ {\rm meV}.
\]

The leading term is \(v^2/t=0.1600\) eV. The exact width exceeds it by a fraction \(8.0\times10^{-4}\), in line with \(v^4/(32t^4)=0.0256/32\).

Equation (2) gives the shape of the dip, which is symmetric in \(E\):

| \(E\) (eV) | \(T\) |
|---|---|
| 0 | 0 |
| 0.04 | 0.200 |
| 0.08 | 0.4996 |
| 0.16 | 0.799 |
| 0.40 | 0.960 |
| 1.00 | 0.992 |

At 0.08 eV, for example, \(E^2(4t^2-E^2)=0.0064\times3.9936=0.02556\) eV⁴, just below \(v^4=0.0256\) eV⁴. This is why \(T\) is just below one half. For \(|E|\ll2t\), equation (2) reduces to

\[
T\simeq\frac{E^2}{E^2+(v^2/2t)^2},
\]

one minus a Lorentzian of full width \(v^2/t\).

The larger root \(y_+\) gives two more half-transmission points, at \(\pm(\sqrt a+\sqrt b)=\pm1.998\) eV. They belong to the fall of \(T\) towards the band edges at \(\pm2\) eV. Between the inner and outer points \(T\) has a maximum. It lies where \(y(4t^2-y)\) is largest, at \(y=2t^2\), or \(|E|=\sqrt2\,t=1.41\) eV:

\[
T_{\max}=\frac{4t^4}{4t^4+v^4}=0.994 .
\]

Since this is below 1, the level \(T=1/2\) is not quite half of the maximum; \(W\) is defined by \(T=1/2\).

**Strong coupling.** As \(v\) grows, the inner and outer points approach each other. They merge at \(v=\sqrt2\,t=1.41\) eV, where \(T_{\max}=1/2\). Beyond that, \(T\) stays below one half throughout the band and \(W\) is undefined, although the zero remains. For \(v=1.5\) eV, with \(t\) unchanged, the maximum is 0.441.

**A level away from band centre.** For general \(\epsilon_d\) inside the band, \(T=1/2\) requires \(|E-\epsilon_d|=v^2/\Gamma(E)\). If \(\Gamma\) changes little across the dip, it may be taken at \(\epsilon_d\), and

\[
W\simeq\frac{2v^2}{\sqrt{4t^2-\epsilon_d^2}} .
\]

At fixed \(v\) and \(t\) this is smallest at band centre, where the waves are fastest. Close to a band edge \(\Gamma\) varies rapidly and the estimate fails.

### (e) The width as a decay rate

Put the source on the defect instead. Without the defect, site 0 has the Green function \(1/(i\Gamma)=-i/\Gamma\), by the result of (b) with \(S=0\). The chain therefore gives the defect the self-energy \(-iv^2/\Gamma\), and

\[
G_{dd}=\frac{1}{E-\epsilon_d+iv^2/\Gamma}.
\]

At band centre \(\Gamma=2t\). For weak coupling \(\Gamma\) is nearly constant over the width of the level, and \(G_{dd}\) has a pole at \(E=-iv^2/(2t)\). Over the first few lifetimes, an electron placed on the defect then has an amplitude that falls with time \(s\) approximately as \(\exp[-v^2s/(2t\hbar)]\). Its probability falls as

\[
\exp\left(-\frac{v^2}{t}\frac{s}{\hbar}\right).
\]

To leading order in \(v^2/t^2\), the decay rate is \(W/\hbar\). The lifetime is \(\hbar t/v^2=4.1\) fs.

### (f) What changes the dip

**Temperature.** Let the Fermi level lie at the zero. The linear conductance is the thermal average

\[
\mathcal G=G_0\int T(E)\,\frac{dE}{4k_B\Theta\cosh^2(E/2k_B\Theta)},\qquad G_0=\frac{2e^2}{h}=77.5\ \mu{\rm S},
\]

where \(\Theta\) is the temperature and \(G_0\) includes both spins. When \(k_B\Theta\ll W\), the small-energy form \(T\simeq4t^2E^2/v^4\) suffices. With \(u=E/k_B\Theta\), the average of \(u^2\) is

\[
2\int_0^\infty\frac{u^2e^{-u}}{(1+e^{-u})^2}du
=2\sum_{m=1}^\infty(-1)^{m-1}m\,\frac{2}{m^3}
=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3},
\]

from the series \(e^{-u}/(1+e^{-u})^2=\sum(-1)^{m-1}m\,e^{-mu}\). Hence

\[
\frac{\mathcal G}{G_0}\simeq\frac{\pi^2}{3}\left(\frac{2tk_B\Theta}{v^2}\right)^2 .
\]

At 4 K this is \(6.1\times10^{-5}\). At 300 K, \(k_B\Theta=0.0259\) eV is no longer small against the half-width of 0.08 eV, and the full integral is needed. Numerical quadrature gives \(0.18\,G_0\), or 14 μS. The zero of \(T\) persists, but the conductance no longer shows it as a zero. Scattering by lattice vibrations is not included.

**Coupling to a second site.** The defect equation becomes \((E-\epsilon_d)d=v\psi_0+w\psi_1\). Inserting \(d\) into the equation for site 0 changes the matrix element between sites 0 and 1 to

\[
-t+\frac{vw}{E-\epsilon_d}.
\]

It vanishes at \(E=\epsilon_d+vw/t\). At that energy the right half of the system has no source. Its end equation, \([E+te^{ik}-w^2/(E-\epsilon_d)]\psi_1=0\), has a bracket with imaginary part \(t\sin k\neq0\), so \(\psi_1=0\). The zero survives but moves by \(0.4\times0.04/1=0.016\) eV, a tenth of \(W\). The position of the zero thus depends on which further sites the defect couples to. Equal couplings \(w\) to both neighbours of site 0 move it about twice as far, by 0.032 eV, whereas for \(\epsilon_d=0\) a coupling of this size to site 2 instead of site 1 leaves it at \(E=0\).

**Escape.** Loss into a third reservoir replaces \(\epsilon_d\) by \(\epsilon_d-i\eta/2\). At \(E=\epsilon_d=0\) this gives \(S=v^2/(i\eta/2)=-2iv^2/\eta\), and with \(\Gamma=2t\)

\[
\tau=\frac{2it}{2it+2iv^2/\eta}=\frac{\eta}{\eta+v^2/t},\qquad
T=\left(\frac{0.01}{0.17}\right)^2=0.0035 .
\]

By equation (1), the size of the defect amplitude falls only from 5.0 to \(5.0(1-\tau)=4.7\), but the cancellation on site 0 is no longer complete. Electrons that enter the third reservoir are not counted in \(T\).

**Repulsion.** Let the band be half filled. Reversing the sign of the amplitudes on all even sites turns \(H\) into \(-H\) when \(\epsilon_d=0\). States therefore come in pairs \(\pm E\) with equal weight on the defect, and filling the lower half gives an occupation of 1/2 per spin. To first order in \(U\), an electron on the defect meets half an electron of opposite spin, and its level rises by \(U/2=0.5\) eV. This is 3.1 times \(W\), but so large a shift empties the defect and so reduces itself. With the Fermi level held at band centre, a level raised to an energy \(e\ll2t\) has the occupation per spin \(n\simeq\frac12-\frac1\pi\arctan(2te/v^2)\). Setting \(e=Un\) gives \(n\approx0.15\) and a shift of about 0.15 eV, close to \(W\). This average treatment leaves out correlations between the electrons and overestimates the shift: electrons of opposite spin avoid meeting on the defect, which keeps its occupation higher (about 0.23 per spin, equivalent to a shift of about 0.09 eV). Either value exceeds the half-width of the dip, so the one-electron dip cannot be trusted for \(U=1\) eV. For a defect level at the Fermi energy, as here, the one-electron result requires \(U\ll W\); otherwise an interacting calculation is needed.

### The model beside a real wire

A hopping of about 1 eV is a rough value for a monatomic metal wire with a single s-like band; \(v\), \(w\) and \(\eta\) are round choices. The repulsion of 1 eV presumes strong screening, since in a free atom it is typically several eV. With the numbers chosen here, repulsion shifts the defect level by about the width of the dip in the average treatment above, while the second coupling moves the zero by only a tenth of that width. A real wire may also have a second band that does not couple to the defect. Such a band conducts in parallel and adds up to \(G_0\), so the total conductance need not vanish even at low temperature. The result describes interference at one defect, not the resistance of a whole wire with its contacts.
